# Double-exponential and Euler–Maclaurin radial grids for Gaussian and Slater integrands

## Question

I am comparing two radial quadratures for atom-centred grids. One is the double-exponential (DE) map $r=e^{\alpha x-e^{-x}}$, the type used in SG-2 and SG-3. The other is the Euler–Maclaurin (EM) grid with $r=Rx^2/(1-x)^2$, the type used in SG-1. My integrands are $r^2e^{-ar^2}$ and $r^2e^{-\zeta r}$, whose integrals are known.

I use $\alpha=2.5$ with $r$ from $10^{-6}$ to 40 bohr for DE, and $R=1$ bohr for EM. I expected DE to win at every point number. With 50 points and $a=100$ bohr$^{-2}$, however, its relative error is $3.2\times10^{-7}$, while EM gives $1.0\times10^{-9}$. For the Slater functions the order is reversed. Is my DE grid wrong? How should each error depend on the number of points $N$, and why would one choose DE for the larger grids?

## Answer

Your numbers are what a correct DE grid gives. Its error falls exponentially with $N$ and that of EM falls as a sixth power, but such laws leave small $N$ open. With a fixed window the exponential fall also ends at the window or rounding limit, here near $10^{-15}$; in exact arithmetic EM eventually passes below that floor (for $\zeta=1$ by $N=150$, for $a=100$ by $N=600$). The rate of the exponential also depends on the integrand, and it is lower for Gaussians than for Slater functions.

### The integrals and the DE rule

Write both integrands with $f(r)=e^{-cr^p}$, where $p=2$, $c=a$ is the Gaussian and $p=1$, $c=\zeta$ the Slater function. Lengths are in bohr. With $t=cr^p$ one has $r^2dr=\frac1p c^{-3/p}t^{3/p-1}dt$, so

$$I=\int_0^\infty r^2f(r)\,dr=\frac{\Gamma(3/p)}{p\,c^{3/p}} .$$

This is $\sqrt\pi/(4a^{3/2})$ for the Gaussian and $2/\zeta^3$ for the Slater function.

For the DE map, $dr/dx=r(\alpha+e^{-x})$. The integral becomes

$$I=\int_{-\infty}^{\infty}g(x)\,dx,\qquad g(x)=r^3(\alpha+e^{-x})f(r),$$

and equal steps $h$ in $x$ give the weights $h\,r^3(\alpha+e^{-x})$, with $r^2$ included. On the left $r^3$ contains $e^{-3e^{-x}}$; on the right $f$ contains $e^{-ce^{p\alpha x}}$ to leading order. Both ends decay double exponentially.

### Why the DE error is exponential in $1/h$

First let the sum run over all nodes $x_0+jh$. With $G(\omega)=\int g(x)e^{-i\omega x}dx$, Poisson summation gives

$$T_h=h\sum_j g(x_0+jh)=\sum_k G\!\left(\frac{2\pi k}{h}\right)e^{2\pi ikx_0/h}.$$

The term $k=0$ is $I$, so the error is the sum of the others. For $\omega>0$, move the integration line to $x=X-id$. Then $e^{-i\omega x}=e^{-i\omega X}e^{-\omega d}$. For $\omega<0$, move it up by $d$ instead. Since $g$ is real on the real axis, its modulus is the same on both lines, and

$$|G(\omega)|\le M(d)e^{-|\omega|d},\qquad M(d)=\int_{-\infty}^{\infty}|g(X+id)|\,dX .$$

Summing the geometric series over $k=\pm1,\pm2,\dots$ gives

$$|T_h-I|\le 2M(d)\sum_{k=1}^\infty e^{-2\pi kd/h}=\frac{2M(d)}{e^{2\pi d/h}-1}.$$

The function $g$ has no poles, so the only limit on $d$ is that $g$ must still decay at both ends of the strip. Put $x=X+iy$ in the map:

$$|r|=e^{\alpha X-e^{-X}\cos y},\qquad \arg r=\alpha y+e^{-X}\sin y .$$

At the left end, decay needs $\cos y>0$, that is $|y|<\pi/2$. At the right end $\arg r\to\alpha y$ and $|f|=e^{-c|r|^p\cos(p\arg r)}$, so decay needs $p\alpha|y|<\pi/2$. For $\alpha\ge1$ the second condition is at least as strict, and the bound holds for every

$$d<d_{\max}=\frac{\pi}{2p\alpha}.$$

With $\alpha=2.5$ this is 0.314 for Gaussians and 0.628 for Slater functions. The Gaussian loses a factor of two because $r^2$ turns in the complex plane twice as fast as $r$. That is why your Slater integrals converge so much sooner.

### Why a tight Gaussian is harder still

The limit $d_{\max}$ does not contain $c$, but $M(d)$ does. At finite $h$ the best bound is a compromise between a large $d$ and a moderate $M(d)$. For small $y$, $\arg r\approx(\alpha+e^{-X})y$. In the region where the integrand is large, $|f|$ starts to grow instead of decay once $p(\alpha+e^{-X})d$ exceeds $\pi/2$. A rough estimate of the useful width is therefore

$$d\approx\frac{\pi}{2p(\alpha+e^{-X})},$$

taken where $r^3f$ has its maximum. A tight function sits at small $r$, where $e^{-X}$ is larger, so its useful strip is narrower.

For $a=100$, the maximum of $r^3e^{-ar^2}$ is at $r=\sqrt{3/(2a)}\approx0.12$ bohr. A node close to it has $x=-0.289$, so $e^{-x}=1.33$ and $d\approx\pi/(4\times3.83)=0.205$. A numerical scan of the bound at 40 points finds the best $d$ at 0.207, against 0.245 for $a=1$. The close agreement is special to this $N$: the estimate does not contain $h$, while the best $d$ for $a=100$ rises from about 0.18 at 20 points to about 0.23 at 99. For $\zeta=10$ the estimate gives 0.44 against 0.50 at 40 points. What the estimate gets right is the trend with $c$.

For $a=100$ that bound is $5.3\times10^{-5}$ relative to $I$, and the actual error is $1.0\times10^{-5}$. With $h=0.0948$ the exponential factor is $e^{-2\pi(0.207)/0.0948}\approx1.1\times10^{-6}$, so $M(d)/I\approx24$. The bound was tested, and holds, for all four functions used below.

### From $h$ to $N$: the window

A real grid has a finite window. Its ends are the solutions of $\alpha x-e^{-x}=\ln r$ for $r=r_{\min}$ and $r=r_{\max}$, and

$$h=\frac{x_{\rm hi}-x_{\rm lo}}{N-1}.$$

For a fixed window the exponential factor is $e^{-2\pi d(N-1)/(x_{\rm hi}-x_{\rm lo})}$, until the omitted ends or rounding take over.

The omitted nodes are easy to control. Differentiation gives

$$\frac{d\ln g}{dx}=(3-cpr^p)(\alpha+e^{-x})-\frac{e^{-x}}{\alpha+e^{-x}} .$$

The last fraction lies between 0 and 1, and $\alpha+e^{-x}>1$ for $\alpha\ge1$. Hence $g$ rises where $cpr^p\le2$ and falls where $cpr^p\ge3$. If the window ends lie in these regions, the omitted sum at each end is no larger than the omitted integral. Below $r_{\min}$ that integral is at most

$$\int_0^{r_{\min}}r^2dr=\frac{r_{\min}^3}{3},$$

because $f\le1$.

Take $r_{\min}=10^{-6}$ bohr and $r_{\max}=40$ bohr. For $a=100$, where $I=4.43\times10^{-4}$ bohr$^3$, the lower end costs at most $3.3\times10^{-19}/4.43\times10^{-4}\approx8\times10^{-16}$ of $I$. For $\zeta=1$ the upper end costs at most $(r_{\max}^2+2r_{\max}+2)e^{-r_{\max}}/2\approx4\times10^{-15}$ of $I$. A window that is too narrow leaves an error that more points cannot remove, so check this first if your DE error stops falling early.

To check your code, take $\alpha=2.5$ and $N=75$. The window runs from $x=-2.13691$ to $1.55964$, so $h=3.69655/74=0.049953$. The middle node is $x=-0.28864$, with $e^{-x}=1.3346$, and

$$r=e^{2.5(-0.28864)-1.3346}=e^{-2.0562}=0.1279\ \text{bohr}.$$

Its weight is $0.049953\times(0.12794)^3\times3.8346=4.011\times10^{-4}$ bohr$^3$.

### Why the EM error is a sixth power

For the other map,

$$\frac{dr}{dx}=R\left[\frac{2x}{(1-x)^2}+\frac{2x^2}{(1-x)^3}\right]=\frac{2Rx}{(1-x)^3},$$

so the integrand on $0<x<1$ is

$$F(x)=\frac{2R^3x^5}{(1-x)^7}f(r(x)).$$

The nodes are $x_i=i/(N+1)$, the step is $H=1/(N+1)$, and $F$ vanishes at both ends. The Euler–Maclaurin expansion of the trapezoidal sum $T$ is

$$T-I\sim\sum_{k\ge1}\frac{B_{2k}}{(2k)!}H^{2k}\left[F^{(2k-1)}(1)-F^{(2k-1)}(0)\right],$$

with $B_{2k}$ the Bernoulli numbers. At $x=1$ the decay of $f$ beats every power of $1/(1-x)$, so all derivatives vanish there. At $x=0$, use

$$(1-x)^{-7}=1+7x+28x^2+\dots,\qquad f(r(x))=f(0)+Rf'(0)x^2+\dots$$

Then

$$F=2R^3\left\{f(0)x^5+7f(0)x^6+[28f(0)+Rf'(0)]x^7+\dots\right\}.$$

The first nonzero odd derivative is $F^{(5)}(0)=5!\times2R^3f(0)=240R^3f(0)$. With $B_6=1/42$, its contribution is $-\frac{1}{42\times720}\times240R^3f(0)H^6$. The seventh derivative enters with $-B_8\,7!/8!=+1/240$, since $B_8=-1/30$. Therefore

$$T-I\sim-\frac{R^3f(0)}{126(N+1)^6}+\frac{R^3[28f(0)+Rf'(0)]}{120(N+1)^8}+\dots$$

The leading term does not distinguish a Gaussian from a Slater function with the same $f(0)$. The cusp enters through $f'(0)$ in the next term. The two-term formula was tested at $N=200$ in 40-digit arithmetic.

Relative to $I$, the leading error grows as $c^{3/p}$: raising $a$ from 1 to 100 costs a factor of 1000. For $a=100$, $R=1$ bohr and $N=75$ it is

$$\frac{1}{126\times76^6\times4.43\times10^{-4}}\approx9.3\times10^{-11},$$

and the computed error is $9.2\times10^{-11}$.

This is a law for large $N$. At $N=30$ and $a=1$ it predicts $2.0\times10^{-11}$, but the actual error is $9.1\times10^{-7}$. The second term changes the prediction by only about 3 per cent, so it cannot explain the gap. On so coarse a grid the error is dominated by a part that these two terms do not contain; its origin and size are not derived here.

### Reading the comparison

Now use one grid of each type for four functions: Gaussians with $a=1$ and $100$ bohr$^{-2}$, and Slater functions with $\zeta=1$ and $10$ bohr$^{-1}$. Keep $\alpha=2.5$ and $R=1$ bohr. The largest relative error among the four is:

| $N$ | DE | EM |
|---:|---:|---:|
| 30 | $6.4\times10^{-4}$ | $9.1\times10^{-7}$ |
| 50 | $3.2\times10^{-7}$ | $1.0\times10^{-9}$ |
| 75 | $2.2\times10^{-11}$ | $9.2\times10^{-11}$ |
| 99 | $2.0\times10^{-15}$ | $1.8\times10^{-11}$ |

From 75 to 99 points the EM error falls by a factor of about 5, as $(100/76)^6=5.2$ requires. The DE error falls by about $10^4$; its entry at 99 points is close to rounding level and is $2.4\times10^{-15}$ in exact arithmetic. In this DE column the tight Gaussian is the worst case throughout. The Slater functions are already near rounding level at 50 points, with errors of $2\times10^{-15}$ or less.

The number of points from which all four errors stay below a given value, checked up to $N=300$, is:

| Relative error | DE | EM |
|---:|---:|---:|
| $10^{-6}$ | 48 | 30 |
| $10^{-9}$ | 67 | 51 |
| $10^{-12}$ | 84 | 161 |

So EM is cheaper here for the two looser targets, and DE for the strictest. The parent radial grids of SG-2 and SG-3 have 75 and 99 points. For this set, 75 is close to the crossover and 99 is well beyond it.

### Does the verdict depend on $\alpha$ and $R$?

At 75 points it does. Among the values tried, the smallest worst-case DE error is $3.3\times10^{-12}$, at $\alpha=1.5$. The smallest EM error is $1.2\times10^{-11}$, at $R=0.5$ bohr. The factor of about 4 between these two comes from the few values tried. Near $R=0.30$ bohr the worst EM error drops to about $3\times10^{-12}$, the typical DE level for $\alpha$ between 1 and 2, so tuned grids are about level at 75 points, apart from isolated $\alpha$ where the oscillating DE error passes through zero. DE with $\alpha=2.5$, however, is worse than EM with $R=0.5$ bohr.

Two effects compete in $\alpha$. A smaller value widens the strip, since $d_{\max}\propto1/\alpha$. It also lengthens the window: with $r_{\min}<e^{-1}$ and $r_{\max}>1$ as here, the left end moves further left and the right end further right. With $d_{\max}$ alone the first effect wins throughout $\alpha\ge1$, the range for which $d_{\max}$ was derived. The exponent $2\pi d_{\max}(N-1)/L$, with $L=x_{\rm hi}-x_{\rm lo}$, is proportional to $1/(\alpha L)$. At fixed $r$ one has $dx/d\alpha=-x/(\alpha+e^{-x})$, so $d(\alpha L)/d\alpha=x_{\rm hi}e^{-x_{\rm hi}}/(\alpha+e^{-x_{\rm hi}})-x_{\rm lo}e^{-x_{\rm lo}}/(\alpha+e^{-x_{\rm lo}})>0$, because $x_{\rm lo}<0<x_{\rm hi}$. At fixed $r$ the useful width $\pi/[2p(\alpha+e^{-X})]$ grows more slowly than $1/\alpha$ as $\alpha$ falls whenever $X<1+e^{-X}/\alpha$. This holds for the tight Gaussian, which peaks at $X<0$, so for it the longer window can outweigh the wider strip at finite $N$. The estimate is too rough to place the optimum. The position of the optimum is not derived here, and the six values of $\alpha$ tried are too few to locate it.

For EM, the leading error scales as $R^3$, which favours a small $R$. Going from 1 to 0.5 bohr indeed lowers the worst error by nearly 8. Going on to 0.25 bohr raises it to $2.0\times10^{-11}$, so the leading law no longer describes the worst case. Substituting $r=Rs$ shows that the relative EM error depends on $c$ and $R$ through $cR^p$ alone. For functions of one type and fixed $N$, changing $c$ therefore shifts the curve of relative error against $\ln R$ without changing its shape. A single $R$ has to serve tight and diffuse functions at different points of that curve.

### What this does and does not say about SG-2 and SG-3

The case for a DE radial grid is its rapid gain once $N$ is large enough to resolve the tightest function in a sufficiently wide window. These integrals do not show that DE is better at every size, and they do not test the published grids as a whole. Those also involve element-dependent parameters, angular grids, pruning and the partition of the molecule into atomic cells. The integrand there is a density functional's energy density, not a single exponential.

For your own code, compare the middle node above, then plot $\log_{10}$ of the DE error against $N$. Expect a roughly straight fall, possibly with some oscillation because the terms of the Poisson sum carry phases, down to the window or rounding limit. The full set of errors is in the numerical output below.

## Values computed for the example and the checks

```
alpha = 2.5, R = 1.0 bohr
r_min = 1e-06 bohr, r_max = 40 bohr
exact I, Gauss a=1: 4.43113463e-01 bohr^3
exact I, Gauss a=100: 4.43113463e-04 bohr^3
exact I, Slater z=1: 2.00000000e+00 bohr^3
exact I, Slater z=10: 2.00000000e-03 bohr^3
DE window in x: -2.13691 to 1.55964
DE N=75: h = 0.049953
DE N=75 middle node: x=-0.28864, r=0.12794 bohr
  its weight with r^2: 4.01138e-04 bohr^3
Relative errors; order: Gauss a=1, Gauss a=100, Slater z=1, Slater z=10
DE N=20: 5.7e-04 1.0e-02 1.2e-05 9.8e-05
EM N=20: 5.1e-05 1.9e-04 8.6e-06 3.5e-08
DE N=30: 9.2e-05 6.4e-04 1.4e-09 3.4e-08
EM N=30: 9.1e-07 5.0e-07 5.5e-08 4.4e-09
DE N=50: 1.3e-08 3.2e-07 3.3e-16 2.0e-15
EM N=50: 7.3e-11 1.0e-09 1.6e-12 2.2e-10
DE N=75: 2.8e-13 2.2e-11 1.1e-16 0.0e+00
EM N=75: 9.2e-14 9.2e-11 2.0e-14 2.1e-11
DE N=99: 2.2e-16 2.0e-15 3.3e-16 0.0e+00
EM N=99: 1.8e-14 1.8e-11 4.0e-15 4.0e-12
DE N=150: 1.1e-16 3.3e-16 5.6e-16 0.0e+00
EM N=150: 1.2e-15 1.5e-12 3.3e-16 3.3e-13
EM leading endpoint law, relative size, same order
law N=30: 2.0e-11 2.0e-08 4.5e-12 4.5e-09
law N=75: 9.3e-14 9.3e-11 2.1e-14 2.1e-11
EM error / leading law at N=200, same order
  0.999273 0.999272 0.999298 0.999532
DE contour bound at N=40, h=0.09478 (relative)
Gauss a=1: err 8.4e-07 bound 4.8e-06 d 0.245 max 0.314
Gauss a=100: err 1.0e-05 bound 5.3e-05 d 0.207 max 0.314
Slater z=1: err 1.2e-13 bound 6.3e-13 d 0.540 max 0.628
Slater z=10: err 4.7e-12 bound 2.4e-11 d 0.503 max 0.628
lost below r=0.01 bohr, Gauss a=1: 3.3332e-07 bohr^3
  r_min^3/3 = 3.3333e-07 bohr^3
Points needed for all four functions
relative error 1e-06: DE 48, EM 30
relative error 1e-09: DE 67, EM 51
relative error 1e-12: DE 84, EM 161
Worst relative error at N=75
DE alpha=1.0: 4.4e-12
DE alpha=1.5: 3.3e-12
DE alpha=2.0: 7.6e-12
DE alpha=2.5: 2.2e-11
DE alpha=3.0: 1.3e-10
DE alpha=4.0: 6.8e-10
EM R=0.25 bohr: 2.0e-11
EM R=0.5 bohr: 1.2e-11
EM R=1.0 bohr: 9.2e-11
EM R=2.0 bohr: 7.4e-10
```
